# Thick-Film Resistivity of a Metallic Silicide from Surface Scattering

In a 30 nm silicide film whose carriers travel 8.8 nm between bulk collisions, let each face scatter 70 % of the arriving carriers diffusely. In the thick-film limit, each face then costs as much current as removing a layer 1.15 nm thick. Why is this layer so much thinner than the mean free path, and how does it fix the resistivity?

## The model and the result

The film occupies $0<z<d$ and carries current along $x$. Its faces pass no net current. In the steady state the electric field has zero curl, and nothing varies along $x$, so $\partial E_x/\partial z=\partial E_z/\partial x=0$: the driving field $E$ is uniform across the thickness.

The carriers have charge $q$ and a spherical Fermi surface with speed $v$. Bulk collisions are described by an isotropic relaxation time $\tau$, and the mean free path is $\lambda=v\tau$. At a face a carrier is reflected specularly with probability $p$, independent of its angle. Otherwise it leaves diffusely, without memory of its earlier velocity. Let $\rho_0$ be the resistivity of the same material without the faces, $\rho$ the thickness-averaged film resistivity, and $\sigma_0$, $\sigma$ the corresponding conductivities. Define

$$k=\frac d\lambda,\qquad x=\frac{3(1-p)}{8k}.$$

From here on, $x$ denotes this number, except as a subscript or in naming the current direction. The result to be derived is

$$\frac{\rho}{\rho_0}=1+\frac{3(1-p)}8\frac{\lambda}{d}+O\!\left(\frac{\lambda^2}{d^2}\right),\qquad d\gg\lambda .$$

## First derivation: the distribution in the film

Write the occupation as $f=f_0(\varepsilon)+f_1$, with $f_0$ the equilibrium function. The field changes the wave vector at the rate $qE/\hbar$, and $\partial f_0/\partial k_x=\hbar v_x\,\partial f_0/\partial\varepsilon$. To first order in $E$, the steady Boltzmann equation is therefore

$$v_z\frac{\partial f_1}{\partial z}+qEv_x\frac{\partial f_0}{\partial\varepsilon}=-\frac{f_1}{\tau}.$$

Without faces the first term vanishes, and the solution is $f_{1b}=-qE\tau v_x\,\partial f_0/\partial\varepsilon$. Set $f_1=f_{1b}\,g$. Multiplying the equation by $\tau$ and dividing by $f_{1b}$ gives $\tau v_z\,\partial g/\partial z+g=1$.

Let $u=|v_z|/v$, and let $g_+$ and $g_-$ describe carriers moving towards larger and smaller $z$. Then

$$\pm\lambda u\frac{\partial g_\pm}{\partial z}+g_\pm=1.$$

A specular reflection reverses $v_z$ but preserves energy and $v_x$, so it preserves $f_{1b}$. Diffusely reflected carriers leave with the equilibrium occupation and contribute nothing to $f_1$. No excess charge has to be re-emitted, because $f_1$ is odd in $v_x$ and its sum over incoming directions vanishes. The conditions at the faces are

$$g_+(0)=p\,g_-(0),\qquad g_-(d)=p\,g_+(d).$$

The general solutions are

$$g_+=1-a\,e^{-z/(\lambda u)},\qquad g_-=1-b\,e^{-(d-z)/(\lambda u)}.$$

With $\eta=e^{-k/u}$, the two conditions become

$$1-a=p(1-b\eta),\qquad 1-b=p(1-a\eta).$$

Subtracting the second from the first gives $b-a=p\eta(a-b)$, or $(b-a)(1+p\eta)=0$. Hence $a=b$. Either condition then reads $1-a=p-pa\eta$, so

$$a=\frac{1-p}{1-p\eta}.$$

The current density sums $qv_xf_1$. Since $f_{1b}$ is itself proportional to $v_x$, each direction is weighted by $v_x^2$. Averaging over the azimuth about the film normal leaves a weight proportional to $1-u^2$. Because $\int_0^1(1-u^2)\,du=2/3$, and there are two signs of $v_z$, the normalized local current is

$$\frac{j(z)}{j_0}=\frac34\int_0^1(1-u^2)(g_++g_-)\,du.$$

Now average over the thickness. Each exponential gives the same integral,

$$\frac1d\int_0^d a\,e^{-z/(\lambda u)}dz=a\frac{\lambda u}{d}(1-\eta)=a\frac uk(1-\eta).$$

The two signs of $v_z$ add, so that

$$\frac{\sigma}{\sigma_0}=1-\frac{3(1-p)}{2k}\int_0^1(u-u^3)\frac{1-\eta}{1-p\eta}\,du. \tag{1}$$

To isolate the thick-film part, use

$$\frac{1-\eta}{1-p\eta}=1-\frac{(1-p)\eta}{1-p\eta},$$

which follows by putting the right side over one denominator. Since $\int_0^1(u-u^3)du=\tfrac12-\tfrac14=\tfrac14$, equation (1) becomes

$$\frac{\sigma}{\sigma_0}=1-x+R,\qquad
R=\frac{3(1-p)^2}{2k}\int_0^1\frac{(u-u^3)\eta}{1-p\eta}\,du. \tag{2}$$

The remainder $R$ is not negative. For $0<u\le1$ we have $\eta\le e^{-k}$, and for $p<1$ also $(1-p)/(1-p\eta)\le1$. Therefore

$$0\le R\le\frac{3(1-p)}{2k}\,\frac{e^{-k}}4=x\,e^{-k}.$$

For $p=1$ both $x$ and $R$ vanish, and the film has its bulk resistivity.

Inverting (2) and subtracting $1+x$ gives

$$\frac{\rho}{\rho_0}-1-x=\frac{1-(1+x)(1-x+R)}{1-x+R}=\frac{x^2-R(1+x)}{1-x+R}. \tag{3}$$

In a thick film $R$ is exponentially small and $x$ is of order $1/k$, so the right side is of order $1/k^2$. This proves the stated result. The second-order term $x^2$ comes from inverting the conductivity; the interplay of the two faces enters through $R$.

## Second derivation: how long a carrier remembers the field

Follow a carrier backwards from its present position to the last event that erased its memory, either a bulk collision or a diffuse reflection. It left that event with the equilibrium occupation. If a time $t$ has passed since then, the field has given it the energy $qEv_xt$. Specular reflections in between do not matter, because they preserve $v_x$. Occupation is conserved along the trajectory, so

$$f=f_0(\varepsilon-qEv_xt)\simeq f_0-qEv_xt\,\frac{\partial f_0}{\partial\varepsilon}.$$

The contribution to the current is thus proportional to the remembered path $vt$. In the bulk, collisions occur at a constant rate. The backward path $s$ then has the probability density $e^{-s/\lambda}/\lambda$ and the mean $\lambda$.

Suppose the last diffuse reflection lies a distance $c$ back along the path. If $s>c$, the length $s-c$ is lost from memory. Its mean is

$$\int_c^\infty(s-c)\frac{e^{-s/\lambda}}\lambda\,ds
=e^{-c/\lambda}\int_0^\infty s'\,\frac{e^{-s'/\lambda}}{\lambda}\,ds'=\lambda e^{-c/\lambda},$$

where $s'=s-c$. The fractional loss of conductivity is therefore the average of $e^{-c/\lambda}$ over positions and directions.

Let $y$ be the distance, measured along the normal, to the face from which the carrier is coming. For carriers spread evenly through the film, $y$ is uniform between 0 and $d$. The first wall encounter lies at path length $y/u$ and is diffuse with probability $1-p$. Any earlier encounter lies at least $d/u$ further back, where its weight is smaller by at least the factor $e^{-k}$. In a thick film the first encounter thus suffices, and at fixed $u$ the loss is

$$(1-p)\frac1d\int_0^d e^{-y/(\lambda u)}dy\simeq(1-p)\frac uk.$$

The directional average uses the normalized weight $\tfrac32(1-u^2)$ on $0<u<1$:

$$1-\frac{\sigma}{\sigma_0}\simeq\frac{3(1-p)}{2k}\int_0^1(u-u^3)\,du=\frac{3(1-p)}{8k}=x.$$

Since $1/(1-x)=1+x+O(x^2)$, the leading resistivity follows again.

The same argument yields the result for any thickness. The last diffuse reflection is the $m$th encounter, counted backwards, with probability $p^{m-1}(1-p)$. It lies at $c=[y+(m-1)d]/u$. Averaging over $y$ and summing a geometric series gives

$$(1-p)\frac uk(1-\eta)\sum_{m=1}^{\infty}(p\eta)^{m-1}
=(1-p)\frac uk\,\frac{1-\eta}{1-p\eta}.$$

The directional average of this expression is the loss in equation (1).

This path picture was tested by random sampling of flight lengths, directions, depths and numbers of wall encounters, with $k=3.418$ and $p=0.3$. The sampled conductivity loss was 0.0764, with a standard error of 0.0004. Equation (1) gives 0.0765.

## Why the missing layer is thin

Near one face of a very thick film, only the carriers moving away from that face have lost memory there. The first derivation then gives the current deficit

$$1-\frac{j(z)}{j_0}=\frac34(1-p)\int_0^1(1-u^2)e^{-z/(\lambda u)}du.$$

Integrating over $z$ from the face into the film produces a factor $\lambda u$. The missing thickness per face is

$$\delta=\frac34(1-p)\lambda\int_0^1(u-u^3)\,du=\frac{3(1-p)\lambda}{16}
=\frac12\,(1-p)\,\frac38\,\lambda .$$

The factors in the last form answer the opening question. Half the carriers come from the face, a fraction $1-p$ of them was scattered diffusely, and the mean of $u$ with weight $\tfrac32(1-u^2)$ is $3/8$. A free path in direction $u$ reaches only the depth $\lambda u$. With all directions counted equally the mean of $u$ would be $1/2$; the weight $1-u^2$ favours directions close to the film plane and lowers it to $3/8$. With $\lambda=8.776$ nm and $p=0.3$,

$$\delta=\frac{3(0.7)(8.776\ \mathrm{nm})}{16}=1.152\ \mathrm{nm}.$$

The two faces together remove $2\delta$ from the thickness $d$, so $\sigma/\sigma_0\simeq1-2\delta/d=1-x$. This is how the layer fixes the leading resistivity.

At the face itself the exponential is one, and the local current is $1-(1-p)/2=0.65$ of its bulk value. In the 30 nm film it is 0.649 there, slightly lower because of the opposite face, and 0.98 at midplane.

## A film in the cobalt disilicide regime

Take the rough typical values $\rho_0=15\ \mu\Omega\,$cm at 300 K and hole density $n=3\times10^{22}\ \mathrm{cm^{-3}}$, with $p=0.3$ as an assumed surface parameter. For one parabolic sphere, $k_F=(3\pi^2n)^{1/3}=9.613\ \mathrm{nm^{-1}}$. Eliminating $\tau/m$ between $1/\rho_0=ne^2\tau/m$ and $\lambda=\hbar k_F\tau/m$ gives

$$\lambda=\frac{\hbar k_F}{ne^2\rho_0}=8.776\ \mathrm{nm},\qquad
k=\frac{30}{8.776}=3.418.$$

The digits serve the arithmetic only. Since $\lambda\propto n^{-2/3}$ at fixed $\rho_0$, a density of $2.6\times10^{22}\ \mathrm{cm^{-3}}$, about one hole per formula unit, would give $\lambda\approx9.7$ nm and $x\approx0.085$. With the values above, the leading correction is

$$x=\frac{3(0.7)}{8(3.418)}=0.0768.$$

The leading film resistivity is $15(1+0.0768)=16.15\ \mu\Omega\,$cm. Equation (1) gives 16.24 $\mu\Omega\,$cm, or a sheet resistance of 5.41 $\Omega$ per square. The leading formula falls short by 0.6 % of the full resistivity, which is about 7 % of the rise caused by the faces. Here $R=2.8\times10^{-4}$ is much smaller than $x^2=5.9\times10^{-3}$, so the shortfall comes mostly from the inversion. Fully diffuse faces, with everything else fixed, would raise the resistivity by about 12 % instead of 8 %.

The product $\rho_0\lambda=\hbar k_F/(ne^2)$ contains no relaxation time. At fixed $p$ and $n$, the leading added resistivity $x\rho_0=1.15\ \mu\Omega\,$cm is therefore independent of temperature. To estimate warming to 358 K, split $\rho_0$ into a residual 3 $\mu\Omega\,$cm and a part proportional to temperature. The bulk value rises to 17.32 $\mu\Omega\,$cm, while the full surface contribution changes only from 1.24 to 1.23 $\mu\Omega\,$cm. Proportionality to temperature holds only well above the Debye temperature. A Bloch–Grüneisen law with an assumed Debye temperature of 500 K would give a bulk value near 18.0 $\mu\Omega\,$cm, with the surface contribution still at 1.23 $\mu\Omega\,$cm.

## Where the expansion stops being controlled

For $p=0.3$, the full and leading ratios $\rho/\rho_0$ are:

| $k$ | full | leading |
|---:|---:|---:|
| 0.1 | 3.417 | 3.625 |
| 0.5 | 1.591 | 1.525 |
| 1 | 1.301 | 1.263 |
| 2 | 1.147 | 1.131 |
| 5 | 1.055 | 1.053 |
| 10 | 1.027 | 1.026 |

The leading formula is too low from $k=10$ down to 0.5, but too high at 0.1. Equation (3) accounts for the change: the sign of the error is that of $x^2-R(1+x)$, and in the thin film the second term wins. The moderate errors below $k=1$ thus reflect a partial cancellation between terms that are no longer small.

Cooling the example film until only the residual resistivity remains illustrates this. The mean free path becomes 43.9 nm and $k=0.684$. The full ratio is 1.439 and the leading one 1.384, although the condition $d\gg\lambda$ has been lost.

The thin limit has a different form. For $w=k/u\ll1-p$, expand $\eta\simeq1-w+w^2/2$:

$$\frac{1-p}{w}\,\frac{1-\eta}{1-p\eta}
\simeq\left(1-\frac w2\right)\left(1-\frac{pw}{1-p}\right)
\simeq1-\frac{1+p}{2(1-p)}\,w.$$

The remembered fraction at fixed $u$ is one minus this expression. Its directional average contains $\int du/u$, which is cut off near $u\sim k/(1-p)$, where the expansion fails. At fixed $p$ the factor $1-p$ changes the logarithm only by a constant, so to leading logarithm,

$$\frac{\sigma}{\sigma_0}\simeq\frac{3k}{4}\,\frac{1+p}{1-p}\ln\frac1k,\qquad k\to0\ \text{at fixed}\ p<1.$$

The logarithm comes from carriers moving nearly parallel to the faces. The neglected constant makes the approach slow, especially for $p$ near one: at $k=0.01$ equation (1) gives 0.93 of this expression for $p=0.3$ and only 0.44 for $p=0.9$. The thick-film formula cannot reproduce it.

## The model beside a real contact

Cobalt disilicide is a cubic metal used for contacts to silicon. Films made by reacting cobalt with silicon can be polycrystalline, which breaks the assumption that bulk collisions and the two faces are the only scatterers. To estimate the effect, treat each grain boundary, with reflection probability $r$, as a series resistance. The ballistic conductance per area is $G=(2e^2/h)k_F^2/(4\pi)$, and a boundary adds $r/[(1-r)G]$. With one boundary per grain length $D$, and $\rho_0=3\pi^2\hbar/(e^2k_F^2\lambda)$,

$$\frac{\Delta\rho}{\rho_0}\simeq\frac43\,\frac\lambda D\,\frac r{1-r}.$$

For the assumed values $D=100$ nm and $r=0.3$ this is about 5 %, comparable with the surface effect. The estimate assumes that carriers reach a boundary equally from all directions, which the current itself disturbs. For weakly reflecting boundaries with constant $r$, the factor $4/3$ becomes $3/2$. The value $4/3$ is reached as $r\to1$; at $r=0.3$ the factor is about 1.45 and the rise about 5.5 %. If $\rho_0$ was measured on material with the same grains, this contribution is already in it and must not be added again.

The single sphere is also a simplification. If three equal spheres shared the same carriers at the same $\rho_0$, each $k_F$, and hence $\lambda$, would shrink by $3^{-1/3}$. The inferred $\lambda$ would be 6.1 nm and the leading correction 5.3 % instead of 7.7 %. The remaining effects estimated here are smaller. A slow thickness variation of 2 nm rms along the current adds about 0.45 % to the resistance at fixed resistivity, and slightly more because thin places are also more resistive. About 92 subbands are occupied, and with the free-electron mass the thermal energy is 0.7 % of the Fermi energy, which supports a semiclassical, degenerate treatment.

## What each derivation assumes

Both derivations assume linear response, a spherical Fermi surface, a single relaxation time and incoherent reflections. They differ in where the surface enters. The first imposes $p$ as a condition on the distribution at each face, and it yields the local current directly. The second treats $p$ as the probability of an independent event at each encounter. It needs no differential equation, but it requires every collision to be either harmless to $v_x$ or completely forgetful.

That requirement marks the limit of the path argument. If bulk collisions deflect carriers by small angles, memory fades gradually, and one backward path to a single erasing event no longer describes it. The Boltzmann equation can still be written with a full collision integral, but the simple equation for $g_\pm$ and the coefficient $3/8$ are then no longer guaranteed.

The path argument shows more directly which assumptions the leading term needs. Only the first wall encounter matters, and half the carriers come from each face. For faces with different constants $p_1$ and $p_2$, one therefore replaces $p$ by $(p_1+p_2)/2$. If $p$ depends on angle, the factor $1-p(u)$ stays inside the directional average:

$$\frac{\rho}{\rho_0}\simeq1+\frac{3\lambda}{2d}\int_0^1(u-u^3)[1-p(u)]\,du.$$

The coefficient $3(1-p)/8$ thus belongs to a constant $p$ on a spherical Fermi surface. A value of $p$ fitted with it to a real silicide film also absorbs any angular dependence, as well as any error in the assumed mean free path. The numerical output below lists the values for the example.

## Table of computed values

```
Film thickness: 30.0 nm
Bulk resistivity at 300 K: 15.00 uOhm cm
Carrier density: 3.00e+22 cm^-3
Specular probability p: 0.30
Fermi wave number: 9.613 nm^-1
Bulk mean free path: 8.776 nm
Thickness over mean free path k: 3.418
Leading correction x: 0.07679
Remainder R: 2.775e-04
Bound x exp(-k): 2.516e-03
Full resistivity ratio: 1.08285
Leading film resistivity: 16.152 uOhm cm
Full film resistivity: 16.243 uOhm cm
Sheet resistance, leading: 5.384 Ohm/sq
Sheet resistance, full: 5.414 Ohm/sq
Conductivity loss, formula: 0.07651
Conductivity loss, random flights: 0.07643
Standard error of random flights: 0.00039
Missing layer per face, thick limit: 1.152 nm
Current at face / bulk: 0.6488
Current at midplane / bulk: 0.9795
k=0.1, p=0.3: rho/rho0 full 3.41661, leading 3.62500
k=0.5, p=0.3: rho/rho0 full 1.59148, leading 1.52500
k=1.0, p=0.3: rho/rho0 full 1.30133, leading 1.26250
k=2.0, p=0.3: rho/rho0 full 1.14671, leading 1.13125
k=5.0, p=0.3: rho/rho0 full 1.05538, leading 1.05250
k=10.0, p=0.3: rho/rho0 full 1.02696, leading 1.02625
Full ratio for the same film with p=0: 1.12250
Grain size: 100 nm; boundary reflection: 0.30
Grain-boundary resistivity rise: 5.01 %
Mean free path with three spheres: 6.085 nm
Leading correction with three spheres: 0.05324
Thickness variation, rms: 2.0 nm
Resistance rise from thickness variation: 0.45 %
Residual resistivity: 3.00 uOhm cm
Bulk resistivity at 358 K: 17.32 uOhm cm
Mean free path at 358 K: 7.600 nm
Leading added resistivity: 1.152 uOhm cm
Full added resistivity at 300 K: 1.243 uOhm cm
Full added resistivity at 358 K: 1.231 uOhm cm
Cold mean free path: 43.88 nm
Cold thickness over mean free path: 0.684
Cold ratio, full: 1.4389
Cold ratio, leading: 1.3839
Occupied subbands, about: 92
Fermi energy with free mass: 3.521 eV
Thermal energy / Fermi energy at 300 K: 0.00734
```
